# Why PBE puts stretched H2+ below separated H and H+

**Question**

I need a potential curve for H₂⁺ to describe ions in a hydrogen processing plasma, and I planned to use PBE. The ion looks like the safest possible case: it has one electron, so there is no correlation to get wrong, and PBE gives the energy of the hydrogen atom almost perfectly. Far apart, the ion is just H and H⁺.

Can I therefore stretch the ion to 10 Å and take that energy as the zero of my curve? If this fails, what are the sign and size of the error, and where does it come from? Would breaking the symmetry or switching to a hybrid functional cure it?

**Answer**

No, you can't use that zero. In PBE the symmetric ion at 10 Å lies 2.5 eV below H + H⁺, and pulling the protons further apart makes it worse. The good energy of the whole atom gives no protection, because the stretched ion consists of two half-filled atoms, and PBE treats those badly.

I use atomic units in the algebra, and eV and Å for results. The nuclei are fixed, relativity is left out, and the electron has spin up in the symmetric $\sigma_g$ orbital. Each curve is measured from H + H⁺ at its own level of theory.

**What the true curve does**

At large separation $R$, the electron may be regarded as sitting on one proton, where it feels the field $F=1/R^2$ of the other. The leading energy change is the polarization energy of the atom. To find it, write the first-order change of the 1s orbital $\psi_0$ as

$$\psi_1=-F\,g\,\psi_0,\qquad g=z\left(1+\tfrac{r}{2}\right).$$

This is the correct response if $(H_0-E_0)\,g\psi_0=z\psi_0$. Since $\nabla\psi_0=-\hat{\mathbf r}\,\psi_0$,

$$(H_0-E_0)\,g\psi_0=\left(-\tfrac12\nabla^2 g+\partial_r g\right)\psi_0 .$$

With $\nabla^2(zr)=4z/r$, the first term is $-z/r$. The second is $z/r+z$. Their sum is $z$, as required. The second-order energy is then

$$\langle\psi_0|Fz|\psi_1\rangle=-F^2\left(\frac{\langle r^2\rangle}{3}+\frac{\langle r^3\rangle}{6}\right)=-F^2\left(1+\frac{7.5}{6}\right)=-\frac{9}{4R^4},$$

where $\langle r^2\rangle=3$ and $\langle r^3\rangle=7.5$ for the 1s state. So the true curve also approaches its limit from below. Lying below H + H⁺ is not in itself an error; failing to return to it is.

For the whole curve I solved the one-electron problem numerically in the coordinates $\xi=(r_A+r_B)/R$ and $\eta=(r_A-r_B)/R$, with a converging basis of smooth functions. I call this the exact curve, within the fixed-nuclei, nonrelativistic model. At 10 Å it agrees with $-9/(4R^4)$ within 5%.

**What PBE must cancel**

For a density $n(\mathbf r)$ formed by one orbital, the energy has a part $L[n]$ from kinetic energy and nuclear attraction, and a part from the electron's interaction with its own density:

$$E[n]=L[n]+J[n]+E_{xc}[n],\qquad J[n]=\frac12\iint\frac{n(\mathbf r)\,n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'.$$

One electron does not repel itself, so the exact functional has $E_x=-J$ and $E_c=0$. For the 1s density $n=e^{-2r}/\pi$, the electrostatic potential is the charge inside $r$ divided by $r$, plus the contribution of the outer shells:

$$\phi(r)=\frac{1-e^{-2r}(1+2r+2r^2)}{r}+e^{-2r}(1+2r)=\frac1r-e^{-2r}\left(1+\frac1r\right).$$

Averaging with the radial weight $4r^2e^{-2r}$ gives

$$J=\frac12\left(1-\frac18-\frac14\right)=\frac{5}{16},$$

or 8.504 eV. On the same density PBE has $E_x=-8.325$ eV and $E_c=-0.163$ eV. The remainder is

$$8.504-8.325-0.163=0.016\ \text{eV}.$$

This is why the atom looks so good: exchange is slightly too weak, and a correlation energy that should be zero makes up most of the difference.

**Cut the density in half**

In the stretched $\sigma_g$ state each proton carries half an electron. Let $n$ be the density of a full atom, and put $n/2$ on each proton. First treat the two halves as isolated from each other and keep the shape of $n$ fixed. Compare them with one full atom:

- $L$ is linear when the density is scaled, so $2L[n/2]-L[n]=0$.
- $J$ is quadratic, so $2J[n/2]-J[n]=J/2-J=-J/2$.

Hence

$$\delta_{\text{frozen}}=-\frac{J}{2}+2E_{xc}[n/2]-E_{xc}[n].$$

Exact exchange is quadratic too. It contributes $-J/2+J=+J/2$, and the total is zero, as it must be: half an electron on each of two distant protons costs the same as one electron on either.

Semilocal exchange scales differently. For a fully spin-polarized density, $E_x[n]$ is half the unpolarized exchange energy of the density $2n$. In PBE this gives

$$E_x[n]=-2^{1/3}C\int n^{4/3}F(s)\,d\mathbf r,\qquad C=\frac34\left(\frac3\pi\right)^{1/3},$$

$$s=\frac{|\nabla(2n)|}{2(3\pi^2)^{1/3}(2n)^{4/3}},\qquad F(s)=1+\kappa-\frac{\kappa}{1+\mu s^2/\kappa},$$

with positive constants $\kappa$ and $\mu$. Halving the density multiplies $n^{4/3}$ by $2^{-4/3}$ and $s$ by $\tfrac12\cdot2^{4/3}=2^{1/3}$. Because $F$ rises with $s$, the integral shrinks by less than the factor $2^{-4/3}$. Exchange is negative, so for two halves

$$2E_x[n/2]\le 2^{-1/3}E_x[n].$$

The exchange-only part of the gap therefore obeys

$$\delta_x\le-\frac J2+\left(1-2^{-1/3}\right)|E_x[n]| .$$

For the 1s density this upper bound is $-4.252+0.2063\times8.325=-2.53$ eV, already well below zero. The actual value, using $2E_x[n/2]=-6.912$ eV, is

$$\delta_x=-4.252-6.912+8.325=-2.84\ \text{eV}.$$

Correlation changes from $-0.163$ eV for the whole atom to $-0.104$ eV for the two halves. It raises the result by 0.06 eV, giving $\delta_{\text{frozen}}=-2.78$ eV.

So the near-cancellation holds for $n$ but not for $n/2$. The two halves have a total self-repulsion of 4.252 eV, while exchange and correlation subtract 7.016 eV. PBE removes far more self-repulsion than is there.

**Let the orbital relax**

Let $E(N)$ be the self-consistent PBE energy of a hydrogen atom holding $N$ electrons of one spin. Then

$$\delta=2E(1/2)-E(1).$$

If PBE's own atomic orbital is kept for the half-filled atoms, the gap is $-2.73$ eV. Relaxing the half-filled atoms can only lower $E(1/2)$, while $E(1)$ stays where it is. The calculation gives $E(1/2)=-8.248$ eV and $E(1)=-13.600$ eV. From the unrounded values,

$$\delta=-2.895\ \text{eV}=-0.1064\ \text{hartree}.$$

**Why the curve climbs and then falls**

At finite but large $R$, the fragments still interact. Three terms go as $1/R$:

- The protons repel each other: $+1/R$.
- Each half electron is attracted by the other proton: $2\times(-\tfrac12/R)=-1/R$.
- The two half electrons repel each other through $J$. The double integral contains this pair twice, and its prefactor is $\tfrac12$, so the result is $\tfrac12\cdot\tfrac12/R=+1/(4R)$.

The sum is the repulsion of two charges $+\tfrac12$:

$$E_{\text{PBE}}(R)-E(1)\simeq\delta+\frac{1}{4R}.$$

Overlap terms, which decay exponentially, and polarization terms, of order $R^{-4}$, are neglected here. Exact exchange would cancel the $1/(4R)$, since the repulsion is between two parts of the same electron. A semilocal functional can't do so. It integrates a quantity fixed by the local density and gradient, and once the fragments don't overlap, that integral is a sum of two separate contributions, neither of which depends on $R$.

At 10 Å the tail is 0.360 eV, so the formula predicts $-2.895+0.360=-2.535$ eV. The full calculation on the ion gives $-2.535$ eV. Selected points, in eV, are:

| $R$ (Å) | PBE | exact |
|---:|---:|---:|
| 1.13 | −2.991 | −2.769 |
| 2.00 | −2.258 | −1.423 |
| 3.00 | −1.940 | −0.415 |
| 4.00 | −2.041 | −0.099 |
| 10.00 | −2.535 | −0.0005 |
| 20.00 | −2.715 | −0.0000 |

Near the minimum PBE is too low by about 0.2 eV. The error then grows as the bond stretches. Among the computed distances beyond the minimum, the PBE curve is highest at 3 Å and falls from there on. The bonding energy is fading, and the false repulsion pushes the fragments apart. Even at its top this false barrier stays 1.9 eV below H + H⁺.

This settles your question about the zero. Measured from separately computed fragments, the PBE well at 1.13 Å is 2.991 eV deep. Measured from the ion at 10 Å, the same well appears to be only $-2.535+2.991=0.456$ eV deep. The exact depth is 2.793 eV, at 1.057 Å. With separate fragments the error in the depth is about 7%; with the stretched ion as reference, most of the bond disappears.

**Would breaking the symmetry help?**

It repairs the number but does not give a PBE ground state. If I place PBE's full atomic orbital on one proton of the 10 Å ion, the energy is within 0.0001 eV of the H + H⁺ limit. That density is not a minimum, however, and the orbital energies show why.

For fixed occupation $N$, the energy is stationary with respect to the normalized orbital $\varphi$. A small change of $N$ therefore affects $E(N)$, to first order, only through the explicit factor $N$ in the density $N|\varphi|^2$. Differentiating gives

$$\frac{dE}{dN}=\langle\varphi|h+v_J+v_{xc}|\varphi\rangle=\varepsilon(N),$$

where $h$ contains kinetic energy and nuclear attraction, and $v_J$ and $v_{xc}$ are the potentials derived from $J$ and $E_{xc}$. At $N=1/2$ the numerical slope and the orbital energy are both $-13.891$ eV.

The full PBE atom has $\varepsilon(1)=-7.59$ eV, whereas the first bit of charge on a bare proton has energy $-13.6$ eV. At 10 Å the occupied level is lowered by the attraction of the other proton, $1/R=4\times0.360=1.44$ eV. In the limit of vanishing $q$, moving a charge $q$ across thus changes the energy by

$$q\,[-13.6-(-7.59-1.44)]\ \text{eV}\approx-4.6\,q\ \text{eV}.$$

This is only the initial slope. The exchange energy of the moved charge scales as $q^{4/3}$ in the limit of small $q$; the factor $F(s)$ lowers the local exponent to about 1.28 at $q=0.01$ and 1.25 at $q=0.1$. It soon steepens the fall, to about $-7\,q$ eV at $q=0.01$ and $-8\,q$ eV at $q=0.1$. Charge leaks to the other proton. With occupations $N$ and $1-N$, the fragments have net charges $1-N$ and $N$, so the total is

$$E(N)+E(1-N)+\frac{N(1-N)}{R}.$$

Relative to H + H⁺ at 10 Å, this is 0 for $N=1$, $-1.84$ eV for $N=0.75$ and $-2.54$ eV for $N=0.5$. The even split is the lowest of the three.

It is tempting to say that $E(N)$ simply curves upward everywhere, but the numbers forbid it. The orbital energy starts at $-13.6$ eV for vanishing charge, drops to about $-18.0$ eV near $N=0.1$, and then rises through $-16.87$, $-13.89$, $-10.69$ and $-7.59$ eV at $N=0.25$, $0.5$, $0.75$ and $1$. For very small $N$ the exchange potential, which approaches $N^{1/3}$ scaling as $N\to0$, outweighs the Hartree potential, which scales as $N$, so the slope first decreases. What matters for the symmetric ion is that $E(1/2)$ lies below the straight line joining $E(0)=0$ and $E(1)$. The exact energy follows that line.

**Would a hybrid help?**

Partly. Replace a fraction $a$ of PBE exchange by exact exchange. In the frozen estimate the exact part contributes $+aJ/2$, so the exchange part of the gap becomes $(1-a)\delta_x$. Correlation is unchanged. PBE0 has $a=1/4$, and the estimate is

$$0.75\times(-2.84)+0.06=-2.07\ \text{eV}.$$

The self-consistent gap is $-2.137$ eV. The tail shrinks to $(1-a)/(4R)$, or 0.270 eV at 10 Å, which puts the ion at $-2.137+0.270=-1.867$ eV. The direct PBE0 calculation gives the same value. The gap is about a quarter smaller and still far too large.

These formulas hold for global hybrids, which use the same fraction $a$ at all ranges. Range-separated hybrids behave differently. HSE06 uses exact exchange only at short range, so it keeps the full $1/(4R)$ tail; its gap is $-2.34$ eV and the ion at 10 Å lies at $-1.98$ eV. LC-ωPBE uses full exact exchange at long range, so it has no tail, but its gap is still $-0.66$ eV.

With full exact exchange and no semilocal correlation, $J$ and $E_x$ cancel for any occupation. The energy is then linear in $N$, and the gap vanishes. For H₂⁺ this is the right choice, and you can equally well solve the one-electron problem directly. The cancellation removes the whole interaction energy because there is one electron; it doesn't show that Hartree–Fock is accurate for larger ions.

**Does it matter in your plasma?**

H₂⁺ forms when electrons ionize H₂, and it reacts readily with H₂ to give H₃⁺ + H. Take 0.1 Torr, 500 K and $10^{11}$ ions per cm³ as rough conditions for a dense low-pressure discharge. The thermal energy $kT$ is 0.043 eV. In PBE's symmetric state, H and H⁺ approaching from far away would have to climb from $-2.895$ to $-1.940$ eV, a false barrier of about 0.96 eV, or 22 $kT$ at the gas temperature. Ions accelerated in the presheath or sheath carry energies of an eV or more, so for them the barrier distorts the collision rather than blocking it. The exact $\sigma_g$ curve is attractive over that range. A real H + H⁺ collision also involves the antisymmetric $\sigma_u$ state, which is repulsive at 3 to 5 Å and is not treated here; in PBE it lies at the same false $-2.535$ eV at 10 Å. A collision model built on the PBE curve would therefore have the wrong sign of force at long range.

The effects left out are much smaller than the 2.9 eV gap. The largest comes from fixing the nuclei: the harmonic zero-point energy is 0.144 eV, which reduces the exact well depth of 2.793 eV to a dissociation energy of about 2.65 eV. The Coulomb energy of a neighbouring ion is about 0.001 eV, and the relativistic shift of the atom is smaller still. Each neutral molecule has a sphere of radius 50 nm to itself, so an isolated ion stretched to 2 nm is a sensible model. The finite basis, an uncontracted aug-cc-pVTZ set, causes an error of at most about 0.01 eV in the one-electron energies at the distances computed. The third decimal of the PBE values depends on this basis. A larger basis moves $E(1)$ to $-13.605$ eV, $\delta$ to $-2.897$ eV, the ion at 10 Å to $-2.537$ eV and the well depth to 2.995 eV, and it shifts the orbital energies by up to 0.007 eV.

**How to test another ion**

The argument carries over to two equal, distant fragments that share one missing electron. If the neutral fragment has $M$ electrons, compute

$$\delta_M=2E(M-\tfrac12)-E(M)-E(M-1)$$

with the functional you intend to use. A clearly negative value means that the symmetric stretched ion will end up too low by $|\delta_M|$. The value for hydrogen should not be transferred, since the size depends on the fragment. For unequal fragments the charge need not divide evenly, and this formula does not apply.

For a well depth, compute the fragments separately with whole numbers of electrons. That removes the false zero, but not the false shape of the stretched curve, nor the error at the bonded geometry, and the 7% found for H₂⁺ should not be transferred. Take a rectangular (H₂)₂⁺ with 0.85 Å bonds 1.5 Å apart (not optimized, aug-cc-pVDZ basis). PBE binds it by about 1.5 eV relative to separate H₂ and H₂⁺, against about 1.2 eV from CCSD, an excess near 30%. If you need the curve itself, the method must pass the half-charge test and must also be free of the false $1/(4R)$ repulsion, which that test does not detect. For H₂⁺, solving the one-electron problem directly meets both conditions. The full set of distances and energies is in the numerical output below.

## Calculated quantities

```
H2+ energy relative to separate H + H+ (eV)
R (angstrom)    PBE      exact
    0.90      -2.716    -2.6322
    1.06      -2.972    -2.7928
    1.13      -2.991    -2.7690
    1.30      -2.918    -2.5863
    1.60      -2.627    -2.0886
    2.00      -2.258    -1.4230
    2.50      -2.003    -0.7989
    3.00      -1.940    -0.4152
    4.00      -2.041    -0.0986
    6.00      -2.297    -0.0066
   10.00      -2.535    -0.0005
   20.00      -2.715    -0.0000
Highest sampled outer PBE point: R = 3.0 angstrom, -1.940 eV
Exact minimum: R = 1.057 angstrom, depth 2.793 eV
PBE depth at 1.13 angstrom, separate fragments: 2.991 eV
PBE depth at 1.13 angstrom, from ion at 10 angstrom: 0.456 eV
Frozen exact 1s density
J = 8.504 eV; PBE Ex = -8.325 eV; PBE Ec = -0.163 eV
2 Ex[n/2] = -6.912 eV; 2 Ec[n/2] = -0.104 eV
Upper bound on exchange part of gap: -2.534 eV
Exchange part of gap: -2.838 eV
Gap with correlation: -2.780 eV
PBE atom with n electrons: E(n) and orbital energy (eV)
n = 0.25:    -4.391   -16.866
n = 0.50:    -8.248   -13.891
n = 0.75:   -11.320   -10.686
n = 1.00:   -13.600    -7.591
Slope dE/dn at n = 0.5: -13.891 eV
Frozen gap with PBE orbital: -2.728 eV
Self-consistent gap delta, PBE: -2.895 eV = -0.10639 hartree
Self-consistent gap delta, PBE0: -2.137 eV
Gap with exact exchange only: 0.0000 eV
Tail 1/(4R) at 10 angstrom: 0.360 eV
PBE0 ion at 10 angstrom: -1.867 eV
Localized PBE electron at 10 angstrom: 0.0001 eV from the H + H+ limit (magnitude)
Electron shared as n and 1-n at 10 angstrom (eV): n=0.50: -2.535, n=0.75: -1.841, n=1.00: 0.000
Rough plasma inputs: 0.1 Torr, 500 K, 1e+11 ions per cm3
Harmonic zero-point energy: 0.144 eV
Thermal energy kT: 0.043 eV
Coulomb energy of neighbouring ion: 0.00108 eV
Neutral spacing radius: 49.8 nm
Relativistic shift of H atom, size: 0.00018 eV
Largest one-electron basis error: 0.0101 eV
```
